# Zero-temperature band narrowing of a small polaron in the antiadiabatic limit

**Question**

I am trying to estimate how much a carrier's band narrows when it self-traps in a wide-gap oxide. I have a polaron binding energy of 0.5 eV and a phonon energy of 50 meV, and I am told to take zero temperature and the antiadiabatic limit.

I computed the overlap between an oscillator's ground state with and without the carrier and got about \(6.7\times10^{-3}\). Is that the narrowing factor, or does the overlap enter twice? Where does "antiadiabatic" come in, since the transfer integral never appeared in my calculation? And can I use the result for a device at room temperature?

**Answer**

The overlap enters twice, because a hop changes two oscillators: the one the carrier leaves and the one it reaches. The transfer integral drops out of the ratio only at leading order, and this is where the antiadiabatic condition enters.

**The model and the binding energy**

Take one carrier on a lattice, with an oscillator on every site that responds only to charge on that site (the Holstein model):

\[
H=-t\sum_{\langle ij\rangle}(c_i^\dagger c_j+c_j^\dagger c_i)+\hbar\omega\sum_i b_i^\dagger b_i+g\hbar\omega\sum_i n_i(b_i+b_i^\dagger).
\]

Here \(t>0\) is the nearest-neighbour transfer and \(n_i=c_i^\dagger c_i\). The constant zero-point energy is omitted. Antiadiabatic means \(t\ll\hbar\omega\): the lattice responds quickly compared with the bare transfer.

First set \(t=0\) and hold the carrier on one site. Completing the square for its oscillator gives

\[
\hbar\omega\,[b^\dagger b+g(b+b^\dagger)]=\hbar\omega\,[(b^\dagger+g)(b+g)-g^2].
\]

The operator \(b+g\) obeys the same commutation rule as \(b\), so the lowest energy is \(-g^2\hbar\omega\). The binding energy is therefore

\[
E_p=g^2\hbar\omega,\qquad g^2=\frac{0.5\ \text{eV}}{0.050\ \text{eV}}=10.
\]

**One overlap**

The relaxed ground state satisfies \(b|\chi_g\rangle=-g|\chi_g\rangle\). With \(x=(b+b^\dagger)/\sqrt2\), the coordinate in units of \(\sqrt{\hbar/M\omega}\), its centre lies at \(-s\), where \(s=\sqrt2\,g=4.47\). Its shape is the same Gaussian as that of the unrelaxed state \(|\chi_0\rangle\). Since

\[
\frac{x^2}{2}+\frac{(x+s)^2}{2}=\left(x+\frac{s}{2}\right)^2+\frac{s^2}{4},
\]

the overlap is

\[
\langle\chi_0|\chi_g\rangle=\frac{1}{\sqrt\pi}\int dx\,e^{-(x+s/2)^2-s^2/4}=e^{-s^2/4}=e^{-g^2/2}=6.7\times10^{-3}.
\]

That is your number.

**The hop and the band**

Let \(|i\rangle\) be the state with the carrier on site \(i\), that site's oscillator relaxed and all others in \(|\chi_0\rangle\). A hop to a neighbour \(j\) has the matrix element

\[
\langle j|H|i\rangle=-t\,\langle\chi_0|\chi_g\rangle_i\,\langle\chi_g|\chi_0\rangle_j=-t\,e^{-g^2}\equiv-t^*.
\]

At \(t=0\) the states \(|i\rangle\) are degenerate, and the next levels lie \(\hbar\omega\) higher. First-order degenerate perturbation theory then needs only these matrix elements, which Bloch states diagonalize:

\[
E(\mathbf k)=-E_p-t^*s(\mathbf k),\qquad s(\mathbf k)=\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta},
\]

where \(\boldsymbol\delta\) runs over the nearest neighbours. The bare band has the same \(s(\mathbf k)\) multiplied by \(-t\), so the ratio of widths is

\[
\frac{W^*}{W}=e^{-g^2}=e^{-E_p/\hbar\omega}=e^{-10}\approx4.5\times10^{-5}.
\]

This is the width that remains, as a fraction of the bare width. At fixed \(E_p\), narrowing disappears as \(\hbar\omega\to\infty\). Lowering \(\hbar\omega\) strengthens it, but the formula is derived only for \(t\ll\hbar\omega\).

For an absolute width, take an fcc lattice and \(t=1\) meV. With \(c_\alpha=\cos(k_\alpha a/2)\), where \(a\) is the cubic lattice constant, \(s=4(c_xc_y+c_yc_z+c_zc_x)\). This is linear in each cosine separately, so its extremes occur at \(c_\alpha=\pm1\): they are 12 and \(-4\). Thus \(W=16t=16\) meV and

\[
W^*=16\ \text{meV}\times4.54\times10^{-5}=0.73\ \mu\text{eV}.
\]

**What a finite transfer changes**

At second order the carrier can go \(i\to j\to l\), with \(l\ne i\), while the middle oscillator is excited. The second hop does not touch oscillator \(i\), so that oscillator must reach \(|\chi_0\rangle\) in the first hop. This costs \(e^{-g^2/2}\), and oscillator \(l\) costs the same. The middle one goes from \(|\chi_0\rangle\) to the \(n\)th relaxed level and back, with weight \(e^{-g^2}g^{2n}/n!\) and energy denominator \(-n\hbar\omega\). The amplitude is \(-\tau\), where

\[
\tau=\frac{t^2}{\hbar\omega}e^{-2g^2}\sum_{n\ge1}\frac{g^{2n}}{n\,n!},\qquad
r=\frac{\tau}{t^*}=\frac{t}{\hbar\omega}e^{-g^2}\sum_{n\ge1}\frac{g^{2n}}{n\,n!}=0.0023.
\]

The term \(n=0\) is absent because it belongs to the degenerate set. Two-step walks contribute \(s^2\), and removing the 12 that return to their start leaves \(s^2-12\). The returning walks shift all \(\mathbf k\) equally. Hence, apart from a constant,

\[
E(\mathbf k)=-t^*\,[s+r(s^2-12)].
\]

For this small \(r\) the band edges remain at \(s=12\) and \(s=-4\), so the width is

\[
t^*[(12+144r)-(-4+16r)]=16t^*(1+8r).
\]

At second order the correction is 1.8% of the leading width; third-order walks add roughly another 0.05%. As a test of \(r\), a three-site ring with \(g^2=1\) and \(t=0.002\hbar\omega\) was diagonalized numerically. There \(s\) is 2 or \(-1\), so the splitting should be \(3t^*(1+r)\). The fractional excess over \(3t^*\) was \(9.66\times10^{-4}\), against a predicted \(9.70\times10^{-4}\).

To reach larger transfers, I diagonalized two sites at fixed \(E_p=0.5\) eV and \(\hbar\omega=50\) meV. Half the splitting divided by \(t\) is \(4.57\times10^{-5}\) at \(t=10\) meV, \(5.4\times10^{-5}\) at 50 meV and \(8.9\times10^{-5}\) at 100 meV. For two sites the leading formula is thus too small by nearly a factor of two when \(t=2\hbar\omega\). Two sites have no hops through a middle site, so they understate the correction on a lattice with 12 neighbours: since \(r\propto t\), the factor \(1+8r\) alone is 1.18 at 10 meV and 1.9 at \(t=\hbar\omega\), where higher orders are no longer small.

**If neighbouring sites share the distortion**

In an ionic crystal the polarization around one site extends over its neighbours, so less of it must be rebuilt in a hop. Let a carrier at \(\mathbf R_i\) shift mode \(\mathbf q\) by an amount of magnitude \(g_q\) and phase \(e^{-i\mathbf q\cdot\mathbf R_i}\). All modes have energy \(\hbar\omega\), so \(E_p=\hbar\omega\sum_q g_q^2\). A hop by \(\mathbf d\) changes the shift by \(\Delta_q\), with

\[
|\Delta_q|^2=g_q^2|1-e^{-i\mathbf q\cdot\mathbf d}|^2=2g_q^2[1-\cos(\mathbf q\cdot\mathbf d)].
\]

Each mode contributes an overlap of magnitude \(e^{-|\Delta_q|^2/2}\), and the phases from \(\mathbf q\) and \(-\mathbf q\) cancel. The narrowing factor becomes

\[
\exp\left\{-\sum_q g_q^2[1-\cos(\mathbf q\cdot\mathbf d)]\right\}.
\]

Equal \(g_q^2\) over the whole zone makes the cosine sum vanish and restores \(e^{-g^2}\). For polar coupling, \(g_q^2\propto1/q^2\). Replace the zone by a sphere of equal volume and radius \(Q\). The angular average of the cosine is \(\sin(qd)/(qd)\), and the factor \(q^2\) in the volume element cancels \(1/q^2\):

\[
\langle\cos(\mathbf q\cdot\mathbf d)\rangle=\frac1Q\int_0^Q dq\,\frac{\sin qd}{qd}=\frac{\mathrm{Si}(Qd)}{Qd},\qquad \mathrm{Si}(u)=\int_0^u\frac{\sin v}{v}\,dv.
\]

The fcc volume per site is \(d^3/\sqrt2\), so \(Qd=(6\pi^2\sqrt2)^{1/3}=4.38\). The exponent falls from 10 to 6.16 and the factor rises to \(2.1\times10^{-3}\). That is 47 times the local result, with \(E_p\) and \(\hbar\omega\) unchanged. The number is sensitive to how the coupling behaves at large \(q\). The true fcc zone gives 45. The lattice form \(g_q^2\propto1/[12-s(\mathbf q)]\), which has the same small-\(q\) limit, gives 13. An extra factor \(e^{-(0.1aq)^2}\) for a spread-out orbital gives 72.

**Temperature of use**

Return to local coupling. A thermal oscillator has Gaussian fluctuations, so with \(A=g(b^\dagger-b)\) and mean occupation \(\bar n\),

\[
\langle e^A\rangle=e^{\langle A^2\rangle/2}=e^{-g^2(2\bar n+1)/2}.
\]

Two oscillators give the mean transfer factor

\[
e^{-g^2(2\bar n+1)}=e^{-g^2\coth X},\qquad X=\frac{\hbar\omega}{2k_BT}.
\]

It has lost 10% of its zero-temperature value by about 110 K. At 300 K it is \(1.5\times10^{-6}\), and at 450 K \(2.3\times10^{-8}\).

Hops that exchange phonons with the lattice now compete with band motion. In the golden rule, the time correlation of the transfer between two sites is

\[
C(\theta)=\exp\{-2g^2[2\bar n+1-(\bar n+1)e^{-i\theta}-\bar n e^{i\theta}]\},\qquad \theta=\omega\times\text{time}.
\]

Using \(\bar n+1=e^X/(2\sinh X)\) and \(\bar n=e^{-X}/(2\sinh X)\), the last two terms combine to \(-\cos(\theta+iX)/\sinh X\). Because \(C\) is periodic, shifting \(\theta\) by \(-iX\) leaves its integral over one period unchanged. I keep one period, assuming that phonon dispersion is strong enough to suppress the recurrences. With weak dispersion they add to the rate, which is then larger than estimated here; the direct sum below makes the same assumption. Expanding \(\cos\theta\approx1-\theta^2/2\) and using \(\coth X-1/\sinh X=\tanh(X/2)\) gives the rate per neighbour:

\[
k\approx\frac{t^2}{\hbar^2\omega}\int d\theta\,e^{-2g^2\tanh(X/2)-g^2\theta^2/\sinh X}
=\frac{t^2}{\hbar^2\omega}\sqrt{\frac{\pi\sinh X}{g^2}}\;e^{-2g^2\tanh(X/2)}.
\]

At high temperature the exponent tends to \(-E_p/(2k_BT)\). The hopping barrier in this limit is \(E_p/2\), here 0.25 eV. Since the prefactor then falls as \(T^{-1/2}\), this barrier is the slope of \(\ln(k\sqrt T)\), not of \(\ln k\), against \(-1/(k_BT)\). Near room temperature the slope of an ordinary Arrhenius plot is smaller than 0.25 eV: the rates below at 300 and 450 K give an apparent activation energy of 0.19 eV, because \(\hbar\omega\) is not small compared with \(k_BT\) and the prefactor falls with temperature. If your 0.5 eV were the high-temperature barrier, \(E_p\) would be 1 eV and the narrowing exponent 20.

A direct sum over phonon occupations, with energy conservation spread over one phonon quantum, gives \(2.3\times10^6\ \text{s}^{-1}\) at 300 K and \(2.8\times10^7\ \text{s}^{-1}\) at 450 K. The formula agrees within 3%. Multiplying by \(12\hbar\) estimates the level broadening: 18 neV at 300 K, where the thermally narrowed band is 25 neV wide, and 221 neV at 450 K, where it is 0.36 neV wide. Band motion is at best marginal at 300 K and has lost its meaning at 450 K for these parameters. Keeping one period needs a phonon band about \(0.4\hbar\omega\) wide. With a uniform spread of \(0.2\hbar\omega\) or \(0.1\hbar\omega\), the 300 K rate is 1.7 or 3.4 times larger and the broadening, 31 or 61 neV, already exceeds the bandwidth.

**Against a real oxide**

Take CeO₂ as an example: its cations form an fcc lattice with a spacing of roughly 0.38 nm. Your binding and phonon energies serve here as model inputs, not as values fitted to this oxide. The 1 meV transfer is my choice to satisfy the antiadiabatic condition, not a known property of CeO₂, and a larger value may be more realistic. The local-coupling assumption is doubtful in such an ionic material; the polar estimates make the narrowing factor one to two orders of magnitude larger (47 times in the sphere model). Operation at 300 K instead of zero temperature lowers the local result by a factor of about 29. At fixed \(\hbar\omega\), a 10% error in \(E_p\) changes it by a factor \(e\). Check also the reference of your 0.5 eV. Here \(E_p\) is measured from the site level at \(t=0\), whereas a binding energy measured from the bottom of the free-carrier band is about \(E_p-12t\) on this lattice. On that reading the leading factor is \(3.6\times10^{-5}\) for \(t=1\) meV and about \(4\times10^{-6}\) for \(t=10\) meV.

An electric field is a further obstacle to band motion. At 0.1 MV/cm the energy step over 0.38 nm is 3.8 meV, far above \(W^*\); the two are equal at only 19 V/cm. In a tilted chain whose step equals its own bandwidth, 88% of a state's weight sits on one site. In the fcc lattice, a carrier that stays in the band can exchange at most \(W^*\) of band energy for potential energy, so at 19 V/cm its range along the field is only about one spacing. With nearest-neighbour transfer, motion across the field remains unbounded if some neighbours lie at equal potential, as for a field along a cube axis. For a general field direction it is bounded too. Phonon dispersion in the band calculation, anharmonicity, 4f orbital degeneracy and defects are left out.

So \(4.5\times10^{-5}\) answers the zero-temperature question for local coupling and small \(t\), but it should not be used to scale a room-temperature device mobility. The numerical output below lists the main values used here.

## Computed values

```
binding E_p = 0.500 eV
phonon quantum = 50.0 meV
bare transfer t = 1.0 meV
t / phonon quantum = 0.020
g squared = 10.000
oscillator shift = 4.4721 sqrt(hbar/(M omega))
one-oscillator overlap = 6.73795e-03
T=0 narrowing factor = 4.53999e-05
inverse narrowing factor = 22026.5
exact two-site factor, t/hw=0.001: 4.53999e-05
bare fcc width = 16.00 meV
polaron fcc width = 0.7264 micro-eV
two-site factor, t=1 meV: 4.5403e-05
two-site factor, t=5 meV: 4.5480e-05
two-site factor, t=10 meV: 4.5722e-05
two-site factor, t=25 meV: 4.7444e-05
two-site factor, t=50 meV: 5.4047e-05
two-site factor, t=100 meV: 8.8771e-05
ring excess, exact = 9.6606e-04
ring excess, second order = 9.6966e-04
second-order hopping ratio r = 0.00226
fcc width correction factor = 1.01808
factor at E_p=0.45 eV: 1.2341e-04
factor at E_p=0.55 eV: 1.6702e-05
shared-mode test, exact = 0.697676
shared-mode test, formula = 0.697676
polar sphere Q d = 4.3751
polar exponent reduction = 0.6157
polar narrowing factor = 2.1179e-03
polar / local narrowing = 46.65
T for 10% thermal loss = 110.5 K
300 K thermal factor = 1.5462e-06
300 K hop rate per neighbour = 2.2881e+06 1/s
300 K thermal band width = 24.7400 neV
300 K hbar * total hop rate = 18.0726 neV
450 K thermal factor = 2.2655e-08
450 K hop rate per neighbour = 2.7919e+07 1/s
450 K thermal band width = 0.3625 neV
450 K hbar * total hop rate = 220.5168 neV
site spacing = 0.38 nm
example field = 0.10 MV/cm
energy step per site = 3.800 meV
field where step = T=0 width: 19.12 V/cm
central weight in tilted chain = 0.8807
```
